# Why a Root Followed by Overlap Can Rise in Energy

## Two levels

Take a normalized guess $g$ with energy $a=\langle g|H|g\rangle$, and suppose that a state near $g$ is wanted. The search space contains $g$ alone, so the first estimate of the energy is $a$. Now add one normalized vector $t$, orthogonal to $g$, with energy $c=\langle t|H|t\rangle$ and real coupling $b=\langle g|H|t\rangle\neq0$. The Hamiltonian in the enlarged space is

$$
\begin{pmatrix} a & b\\ b & c\end{pmatrix},\qquad
E_\pm=\frac{a+c\pm R}{2},\qquad R=\sqrt{\Delta^2+4b^2},\qquad \Delta=a-c .
$$

Which root continues the guess? Let an eigenvector have components $(x,y)$ on $g$ and $t$. The first row of the eigenvalue equation gives $y=(E-a)x/b$, so the squared overlap with $g$ is

$$
w=\frac{x^2}{x^2+y^2}=\frac{b^2}{b^2+(E-a)^2}.
$$

For the upper root put $\delta=E_+-a=(R-\Delta)/2$. Then $\delta+\Delta=(R+\Delta)/2$, and the product is $\delta(\delta+\Delta)=(R^2-\Delta^2)/4=b^2$. Inserting this for $b^2$ and cancelling one factor $\delta$,

$$
w_+=\frac{\delta+\Delta}{2\delta+\Delta}=\frac12\left(1+\frac{\Delta}{R}\right).
$$

If the new vector lies below the guess, $c<a$, then $\Delta>0$ and $w_+>1/2$. The upper root is the one that resembles $g$, and its energy is $a+\delta$, which is higher than $a$. If the new vector lies above, $\Delta<0$, the lower root has the larger overlap, and its energy is $a-(R-|\Delta|)/2$, which is lower than $a$.

With $a=0$, $b=0.1$ and $c=-1$ in model units, $R=\sqrt{1.04}$ and the followed energy rises from $0$ to $0.0099$. With $c=+1$ it falls to $-0.0099$. The overlap weight is $0.990$ in both cases. For $|b|\ll|\Delta|$ the shift is $b^2/\Delta$ to leading order: the familiar repulsion of two levels. At $\Delta=0$ both weights are $1/2$, and overlap alone cannot choose.

Nothing has gone wrong in the first case. The space has become larger, the description better, and the energy higher.

## The belief and its sound part

The belief at issue is that a Davidson or other subspace iteration approaches each wanted energy from above, falling at every step, so that a rise signals a fault. It is tempting because it is true for the lowest root, and true for every root in a certain sense. That sense has to be made precise.

Let $H$ be real symmetric. The orthonormal search space starts from $g$ and grows by one vector $t$ per step, with nothing discarded. Diagonalizing $H$ within the space gives Ritz values $\theta_1<\theta_2<\dots<\theta_m$, assumed distinct, and Ritz vectors $u_i$. In the basis $u_1,\dots,u_m,t$ the enlarged matrix is an arrow,

$$
A=\begin{pmatrix}\Theta & \mathbf b\\ \mathbf b^{T} & c\end{pmatrix},\qquad
\Theta=\mathrm{diag}(\theta_i),\quad b_i=\langle u_i|H|t\rangle,\quad c=\langle t|H|t\rangle .
$$

To find how many new Ritz values lie below a number $x$ that differs from every $\theta_i$, eliminate the border with

$$
L=\begin{pmatrix}1&0\\ -\mathbf b^{T}(\Theta-x)^{-1}&1\end{pmatrix},\qquad
L(A-x)L^{T}=\begin{pmatrix}\Theta-x&0\\0&s(x)\end{pmatrix},
$$

$$
s(x)=c-x-\sum_{i=1}^{m}\frac{b_i^2}{\theta_i-x}.
$$

The matrix $L$ is invertible, so this is a change of variables in the quadratic form of $A-x$. It preserves the largest dimension on which that form is negative, which is the number of negative eigenvalues. Let $N(x)$ be the number of old Ritz values below $x$ and $N'(x)$ the number of new ones. Then

$$
N'(x)=N(x)+\begin{cases}1,& s(x)<0,\\ 0,& s(x)>0.\end{cases}
$$

One new vector therefore raises the count by one or leaves it alone. Just above $\theta_k$ the old count is $k$, so the new count is at least $k$ and $\theta'_k\le\theta_k$. Just below $\theta_k$ the old count is $k-1$, so the new count is at most $k$ and $\theta'_{k+1}\ge\theta_k$. Together,

$$
\theta'_k\le\theta_k\le\theta'_{k+1}.
$$

The left inequality is the sound part of the belief: a Ritz value of fixed index never rises. Continued to the full space, it also gives $\theta_k\ge\lambda_k$, where $\lambda_k$ is the $k$th exact eigenvalue. The right inequality is the part that the belief overlooks.

## What changes when the root is followed by overlap

Root homing does not fix the index. At each step it selects the Ritz vector with the largest weight $w_j=|\langle g|u_j\rangle|^2$. Let the selected index be $j$ and the homed energy $E=\theta_j$. Where do the new Ritz values lie relative to this old energy?

Suppose $b_j\neq0$, and let $x$ approach $\theta_j$ from below. The old count is $j-1$. The term $-b_j^2/(\theta_j-x)$ drives $s(x)$ to minus infinity, so the new count is $j$. Let $x$ approach from above. The old count is $j$, the same term drives $s(x)$ to plus infinity, and the new count is again $j$. Since the count is equal on the two sides, no new Ritz value sits at $E$ itself. Hence exactly $j$ new Ritz values lie below the old homed energy, and all the others lie above it.

The sign of the next energy change can now be read from the index. If the new homed index is $j$ or smaller, the new energy is among the $j$ values below $E$, and the energy has fallen. If the new index is larger than $j$, the energy has risen. This holds whether the vector keeps its character while a lower root enters beneath it, or the largest overlap passes to a different Ritz vector.

A stronger conclusion follows for a run that starts from $g$ alone. Its first index is necessarily 1. If it ends at an index above 1, the index must have increased at some step, and at that step the energy rose, provided the coupling $b_j$ was nonzero. Such a run cannot fall monotonically.

The coupling has a direct meaning. Define the residual $r_j=(H-\theta_j)u_j$, which is orthogonal to the whole old space. Since $t$ is orthogonal to $u_j$,

$$
b_j=\langle u_j|H|t\rangle=\langle r_j|t\rangle .
$$

If $b_j=0$, then $\theta_j$ survives unchanged as a Ritz value, and an upward index step need not raise the energy strictly. This is a real possibility for interior roots. The Davidson method with a diagonal preconditioner builds $t$ from $r_k/(E-D_k)$, where $r_k$ are the components of the residual of the homed vector and $D_k$ the diagonal elements of $H$. Orthogonalizing to the old space does not alter the overlap with the residual, so $b_j$ is proportional to $\sum_k r_k^2/(E-D_k)$. Basis states below and above $E$ contribute with opposite signs and may cancel.

The counting formula, the number of new Ritz values below the old energy, and the sign rule were tested on 300 random symmetric matrices of size 8, each grown to its full space, in 2100 steps altogether. Of these runs, 259 ended at an index above 1, and all 259 contained a rise.

## How large the rise is

The new Ritz values are the zeros of $s$, apart from special cases with vanishing couplings. Separate the term $i=j$ in $s(E')=0$ and solve for the change of energy:

$$
E'-E=\frac{b_j^2}{G},\qquad
G=E'-c+\sum_{i\ne j}\frac{b_i^2}{\theta_i-E'} .
$$

For two levels the sum is absent and $\delta=b^2/(E_+-c)$, in agreement with the product found at the start. The sign of $G$ says whether the homed root is, on balance, pushed from below or from above. The numerator obeys $|b_j|\le\lVert r_j\rVert$, because $t$ is normalized. Unless $G$ is small, a lower root that enters late, when the residual is already small, therefore causes a rise of second order in the residual. A lower root that enters early can cause a large one.

## An excited state of BH

Consider BH at a chosen bond length of 1.25 Å, with full configuration interaction in the STO-3G basis: 400 determinants. The guess is the normalized sum of the two determinants in which the electron pair of the highest occupied σ orbital is moved into one or the other of the two degenerate π orbitals. It is a singlet of Σ⁺ symmetry. So small a basis serves to test an eigensolver and does not predict the spectrum of the molecule.

Full diagonalization shows which state the guess represents. One eigenvector carries a weight of $0.9115$ in $g$, and its energy is $-24.446303$ hartree. It is level 12 of the full spectrum, but level 2 among the states that have a nonzero weight in $g$. The lowest of those is the ground state at $-24.810032$ hartree, and the gap between the two is $0.363729$ hartree, or 9.90 eV. This gap is a property of the minimal basis: in 6-31G and 6-31G* with a frozen core the corresponding state lies about 7.5 and 7.6 eV above the ground state, a shift of more than 2 eV.

The homed Davidson run begins as follows.

| Dimension | Index | Energy (hartree) | Weight | Residual (hartree) |
|---|---|---|---|---|
| 1 | 1 | −24.426388 | 1.0000 | 0.23 |
| 2 | 1 | −24.437685 | 0.9025 | 0.067 |
| 3 | 1 | −24.454476 | 0.5933 | 0.27 |
| 4 | 2 | −24.446078 | 0.9121 | 0.016 |
| 5 | 2 | −24.446280 | 0.9092 | 0.0064 |

At dimension 4 the index goes from 1 to 2 and the energy rises by

$$
-24.446078-(-24.454476)=0.008398\ \text{hartree},
$$

which is 0.23 eV. It is the one rise in the run, and it is also the step that repairs the calculation. Relative to the exact target, the energy at dimension 3 is $0.008173$ hartree too low; at dimension 4 it is $0.000225$ hartree too high. The magnitude of the error has dropped by a factor of about 36, and the residual from 0.27 to 0.016 hartree. A rule that rejected every rise would have kept the worse vector.

The energy at dimension 3 lies below the target. That is allowed, because a Ritz value of index 1 is bounded from below by the lowest eigenvalue and by nothing higher. It also reveals what the vector contains. An energy expectation value is an average of eigenvalues, so one below the target requires components on lower eigenstates. If the search vectors keep the symmetry of the guess, the ground state is the one lower state available. Let $p$ be its weight, $\lambda_1$ its energy and $\lambda_2$ that of the target. All remaining components have energies of at least $\lambda_2$, so

$$
E\ge p\lambda_1+(1-p)\lambda_2
\quad\Longrightarrow\quad
p\ge\frac{\lambda_2-E}{\lambda_2-\lambda_1}
=\frac{0.008173}{0.363729}\approx0.022 .
$$

This is a lower bound and not an estimate; components above the target would have to be balanced by more of the ground state. The residual of 0.27 hartree also shows that the vector at dimension 3 is far from satisfying the eigenvalue equation. One dimension later the space can represent a separate lower root, and the homed vector regains a weight of 0.9121.

From dimension 4 onward the index stays at 2 and the energy falls, as the sign rule requires. The run ends at dimension 11 with the target energy and a residual of about $10^{-7}$ hartree.

For comparison, start from the same guess but follow the lowest Ritz value throughout. The first three steps are identical, since homing also selected index 1 there. At dimension 4 the runs part. The second one shows no rise at all and converges in 13 dimensions, to $-24.810032$ hartree. That is the ground state, 9.90 eV below the state that was wanted. Here the regular curve belongs to the wrong answer.

## Several lower roots

A model with more room below the target shows how the index moves. It has 40 levels with diagonal elements $1,2,\dots,40$, weak random couplings of standard deviation 0.15, and the sixth basis state as guess. Energies are in units of the level spacing. The exact sixth eigenvalue is $5.907521$, and its eigenvector has a weight of $0.9083$ in the guess.

The homed index runs through

$$
1,\,1,\,1,\,2,\,2,\,2,\,3,\,3,\,4,\,4 .
$$

The first upward step, at dimension 4, raises the energy from $5.907042$ to $5.907532$. The second, at dimension 7, gives a rise too small to appear in six decimals. The third, at dimension 9, gives no rise above the detection threshold of $10^{-9}$.

The formula $b_j^2/G$ accounts for these sizes. Before the second upward step the residual is $5.1\times10^{-4}$, so $b_j^2$ is at most $2.6\times10^{-7}$; its actual value is $3.8\times10^{-8}$, $G$ is $1.7$ spacings, and the rise is $2.2\times10^{-8}$. Before the third the residual is $3.0\times10^{-5}$, so $b_j^2$ is at most about $9\times10^{-10}$; its actual value is $1.9\times10^{-11}$, $G$ is $2.9$ spacings, and the energy rises by about $6\times10^{-12}$, as the sign rule demands. The residual thus bounds the numerator without estimating it. An index that still jumps late in a run is thus compatible with an energy that has settled.

The final index is 4, although the target is the sixth eigenvalue. The target has converged while the space holds three Ritz values below it instead of five. The Ritz index gives the position among the Ritz values of the subspace, not among the eigenvalues of $H$, and the lower Ritz values need not have converged to any eigenvalue. It would be wrong to wait for the index to reach 6, and equally wrong to infer from the index 4 that the fourth eigenvalue had been found.

## Where the sign rule stops

The rule is stated for one added vector. If $p$ vectors are added together, applying the interlacing inequality $p$ times gives $\theta_k\le\theta'_{k+p}$. An energy that cannot fall is then guaranteed when the index increases by at least $p$. For an increase between 1 and $p-1$ either sign is possible, while an unchanged or lower index still excludes a rise.

Three levels suffice to show it. Let the guess have energy 0, and let it couple with strength 0.1 to a level at $-1$ and with strength 0.3 to a level at $+1$. Adding the lower level first raises the homed energy to $0.0099$; adding the upper one then lowers it to $-0.0731$. If both enter in one step, the energy goes from 0 to $-0.0731$ while the index goes from 1 to 2. The rise has been hidden by the larger push from above. A block method may therefore look monotone where a one-vector method does not.

A block start can remove the necessity of a rise altogether. If the initial space already contains approximations to the lower roots, the homed index may begin at its final value, and the argument that forced an upward step no longer applies.

A restart also interrupts the rule, since it shrinks the space instead of adding a vector to it. If the space is collapsed to the homed vector alone, the energy is unchanged but the index becomes 1. Indices may be compared between restarts, not across them.

## What to monitor instead

Two separate questions have to be answered: whether the vector is an eigenvector, and whether it is the wanted one.

The residual answers the first. Expand the normalized Ritz vector in exact eigenvectors with coefficients $c_k$. Then

$$
\lVert r\rVert^2=\sum_k |c_k|^2(\lambda_k-E)^2\ge\min_k(\lambda_k-E)^2 ,
$$

so some eigenvalue lies within $\lVert r\rVert$ of $E$. The bound does not say which eigenvalue it is.

The overlap helps with the second question. As long as $g$ lies in the search space, the weights $w_i$ of all Ritz vectors sum to one. If the target eigenvector has a weight above $1/2$ in $g$, and has itself entered the space, no other Ritz vector can outvote it. Both examples satisfy this condition, with weights of about 0.91. Before the eigenvector has entered, the condition gives no such protection, and the selection may change. If the guess is spread over several eigenstates, none with a weight above $1/2$, overlap with $g$ may be an unreliable label even near convergence.

The energy change still has a diagnostic use when read together with the index. In a nested one-vector iteration, a rise with an upward index step is what the mathematics requires. A rise beyond rounding error without such a step contradicts interlacing. Either the projected matrix is not symmetric, or its earlier elements have changed between the steps, or the reported energy is not one of its eigenvalues. The absence of such a rise does not prove that the basis is orthogonal. The counting argument needs only a symmetric matrix that gains one row and one column, so it also holds for the matrix of $H$ in a basis that has lost orthogonality. The numerical output lists the complete index sequences and the steps at which the energy rose.

## Computed results

```
random test: 300 matrices of size 8, 2100 steps
runs ending at index > 1: 259; of these with a rise: 259
two levels a=0.0, b=0.1, c=-1.0 (model units): index 2, E=0.009902, weight=0.9903
two levels a=0.0, b=0.1, c=1.0 (model units): index 1, E=-0.009902, weight=0.9903
three levels 0, -1, 1; couplings 0.1, 0.3 (model units)
index and E at dims 1, 2, 3: 1, 0.000000; 2, 0.009902; 2, -0.073082
BH, STO-3G full CI, bond 1.25 angstrom, 400 determinants
Hartree-Fock energy: -24.752269 hartree
ground state of the sector: -24.810032 hartree
target from full diagonalization: -24.446303 hartree
target index in the sector: 2; in the full spectrum: 12
weight of target in guess: 0.9115
dim | index | energy (hartree) | weight | residual (hartree)
  1 |  1 | -24.426388 | 1.0000 | 2.3e-01
  2 |  1 | -24.437685 | 0.9025 | 6.7e-02
  3 |  1 | -24.454476 | 0.5933 | 2.7e-01
  4 |  2 | -24.446078 | 0.9121 | 1.6e-02
  5 |  2 | -24.446280 | 0.9092 | 6.4e-03
  6 |  2 | -24.446302 | 0.9116 | 1.3e-03
  7 |  2 | -24.446303 | 0.9115 | 4.1e-04
  8 |  2 | -24.446303 | 0.9115 | 6.8e-05
  9 |  2 | -24.446303 | 0.9115 | 1.0e-05
 10 |  2 | -24.446303 | 0.9115 | 1.2e-06
 11 |  2 | -24.446303 | 0.9115 | 9.3e-08
index sequence: 1 1 1 2 2 2 2 2 2 2 2
dims reached with a rise > 1e-9: 4
largest rise in one step: 0.008398 hartree = 0.2285 eV
lowest-root run: 13 dims, no rise, final E=-24.810032 hartree
target minus ground state: 0.363729 hartree = 9.8976 eV
model: 40 levels, spacing 1, coupling deviation 0.15, target 6
exact target: 5.907521 spacings; weight in guess: 0.9083
dim | index | energy (spacings) | weight | residual (spacings)
  1 |  1 | 6.000000 | 1.0000 | 9.0e-01
  2 |  1 | 5.912785 | 0.8808 | 4.2e-01
  3 |  1 | 5.907042 | 0.8949 | 1.2e-01
  4 |  2 | 5.907532 | 0.9081 | 1.5e-02
  5 |  2 | 5.907521 | 0.9083 | 2.2e-03
  6 |  2 | 5.907521 | 0.9083 | 5.1e-04
  7 |  3 | 5.907521 | 0.9083 | 2.1e-04
  8 |  3 | 5.907521 | 0.9083 | 3.0e-05
  9 |  4 | 5.907521 | 0.9083 | 6.1e-06
 10 |  4 | 5.907521 | 0.9083 | 4.0e-07
index sequence: 1 1 1 2 2 2 3 3 4 4
dims reached with a rise > 1e-9: 4 7
largest rise in one step: 0.000489 spacings
```
